\section*{Height of the planar silicon meniscus in Czochralski growth}

\section{Problem}

In Czochralski growth a crystal is pulled slowly upward from the surface of its own melt. The melt clings to the lower edge of the crystal and is lifted above the level of the surrounding liquid. The curved surface joining the crystal edge to the flat melt is the meniscus.

Consider a silicon crystal with a long, straight edge and a vertical side wall. The melt has surface tension $\gamma=0.74$ N/m and density $\rho=2570$ kg/m$^3$. At the line where solid, melt and gas meet, the melt surface makes the growth angle $\alpha=11^\circ$ with the side wall. Gravity is $g=9.80665$ m/s$^2$.

\begin{enumerate}
\item Estimate by scaling the height $h$ of this line above the distant melt level.
\item Solve the static problem without assuming small slopes, and show that $h$ is near 6.9 mm.
\item Compare the two results and account for the factor between them.
\item Find how the wall direction responds if the height is 0.10 mm too large, and how the height changes for a round crystal of large radius.
\end{enumerate}

The melt is taken to be at rest, with uniform $\gamma$ and $\rho$. The gas density is neglected, and the melt surface extends far enough to become flat. ``Planar'' means that the meniscus has the same profile at every point along the straight edge. The profile itself is curved.

The growth angle needs a careful reading. It is measured from the wall, which is vertical here, and the melt surface spreads outward below the edge. The surface is therefore inclined to the horizontal by
\begin{equation}
\Phi=90^\circ-\alpha=79^\circ .
\label{eq:edge}
\end{equation}
The angle $\alpha$ describes the direction in which the solid grows relative to the melt surface. It is not the contact angle of a drop resting on a finished solid.

\section{First estimate by scaling}

At height $z$ above the distant level, the pressure in the melt is lower than the gas pressure by $\rho gz$. Over a meniscus of height $h$, the typical pressure difference is thus $\rho gh$. Surface tension supports a pressure difference equal to $\gamma$ times the curvature. The surface turns through an angle of order one over a distance of order $h$, so its curvature is of order $1/h$. Balancing the two gives
\begin{equation}
\rho gh\sim\frac{\gamma}{h},
\qquad
h\sim\ell,\qquad
\ell=\sqrt{\frac{\gamma}{\rho g}} .
\end{equation}
For the given melt,
\begin{equation}
\ell=\sqrt{\frac{0.74}{2570\times9.80665}}\ \text{m}
=5.42\ \text{mm}.
\end{equation}
The estimate fixes the scale and the dependence on $\gamma$, $\rho$ and $g$. It cannot supply the numerical factor, because it uses neither the actual profile nor the value of $\alpha$.

\section{Exact solution of the planar model}

\subsection{Equation of the surface}

Let $x$ be the horizontal distance outward from the crystal edge and $z$ the height above the distant melt. Let $\varphi$ be the inclination of the surface to the horizontal, taken positive, and let $s$ be arc length measured along the surface \emph{toward} the crystal. Moving toward the crystal reduces $x$ and raises $z$, so
\begin{equation}
\frac{dx}{ds}=-\cos\varphi,
\qquad
\frac{dz}{ds}=\sin\varphi .
\label{eq:geometry}
\end{equation}

The surface steepens toward the crystal, so its curvature $d\varphi/ds$ is positive and its centre of curvature lies on the gas side. The pressure is higher on that side, and the Young--Laplace equation reads
\begin{equation}
p_{\rm gas}-p_{\rm melt}=\gamma\frac{d\varphi}{ds}.
\end{equation}
Hydrostatics gives $p_{\rm melt}=p_{\rm gas}-\rho gz$, because the two pressures are equal at the flat surface $z=0$. Therefore
\begin{equation}
\gamma\frac{d\varphi}{ds}=\rho gz .
\label{eq:yl}
\end{equation}

\subsection{Height}

Multiply the left side of \eqref{eq:yl} by $\sin\varphi$ and the right side by the equal quantity $dz/ds$:
\begin{equation}
\gamma\sin\varphi\,\frac{d\varphi}{ds}
=\rho gz\,\frac{dz}{ds}.
\end{equation}
Both sides are now derivatives along the surface. Integrate from the flat melt, where $z=0$ and $\varphi=0$, to a general point:
\begin{equation}
\gamma(1-\cos\varphi)=\frac12\rho gz^2 .
\label{eq:first}
\end{equation}
This is a horizontal force balance on the raised melt outside a vertical cut. The distant surface pulls outward with $\gamma$ per unit length, and the surface at the cut pulls inward with $\gamma\cos\varphi$. The reduced pressure on the cut supplies the remaining inward force, $\int_0^z\rho gz'\,dz'=\rho gz^2/2$.

It is convenient to define
\begin{equation}
a^2=\frac{2\gamma}{\rho g}=2\ell^2 .
\end{equation}
Equation \eqref{eq:first} then becomes $z^2=a^2(1-\cos\varphi)$. At the crystal edge $z=h$ and $\varphi=\Phi$. Since $\cos(90^\circ-\alpha)=\sin\alpha$, and the melt is raised rather than depressed, the positive root gives
\begin{equation}
h=a\sqrt{1-\sin\alpha}.
\label{eq:height}
\end{equation}

The numbers are
\begin{align}
a&=\sqrt{58.723\ \text{mm}^2}=7.663\ \text{mm},\\
\sqrt{1-\sin11^\circ}&=\sqrt{1-0.19081}=0.89955,\\
h&=7.663\ \text{mm}\times0.89955=6.89\ \text{mm}.
\end{align}
This is the required height near 6.9 mm.

Two limits show what the angle does. For $\alpha=0$ the melt surface is vertical at the edge and $h=a=7.66$ mm. As $\alpha$ approaches $90^\circ$, the surface at the edge becomes horizontal and $h$ tends to zero.

\subsection{Weight and width of the meniscus}

The weight of the raised melt outside the edge, per unit length of edge, follows from \eqref{eq:yl}. A surface element $ds$ covers the horizontal width $\cos\varphi\,ds$, so
\begin{equation}
W=\int\rho gz\cos\varphi\,ds
=\gamma\int_0^\Phi\cos\varphi\,d\varphi
=\gamma\sin\Phi=\gamma\cos\alpha .
\end{equation}
Here $W=0.726$ N/m. It equals the vertical component of the surface tension at the edge. The column of melt directly beneath the crystal is not included in $W$.

The width decides whether the distant melt may be treated as flat. The identity $1-\cos\varphi=2\sin^2(\varphi/2)$ turns the first integral into
\begin{equation}
z=\sqrt2\,a\sin\frac{\varphi}{2}=2\ell\sin\frac{\varphi}{2}.
\label{eq:half}
\end{equation}
Divide $dx/ds=-\cos\varphi$ by $d\varphi/ds=z/\ell^2$ and insert \eqref{eq:half}:
\begin{equation}
\frac{dx}{d\varphi}
=-\frac{\ell\cos\varphi}{2\sin(\varphi/2)}
=-\frac{\ell}{2}\left[\frac{1}{\sin(\varphi/2)}
-2\sin\frac{\varphi}{2}\right].
\end{equation}
The second form uses $\cos\varphi=1-2\sin^2(\varphi/2)$. The integral of $1/\sin(\varphi/2)$ is $2\ln\tan(\varphi/4)$, and that of $-2\sin(\varphi/2)$ is $4\cos(\varphi/2)$. With $x=0$ at $\varphi=\Phi$,
\begin{equation}
x=\ell\,[F(\Phi)-F(\varphi)],
\qquad
F(\varphi)=\ln\tan\frac{\varphi}{4}+2\cos\frac{\varphi}{2}.
\end{equation}
Setting $z=0.01h$ in \eqref{eq:half} gives the corresponding $\varphi$, and then $x=23.1$ mm. Far from the crystal $z$ decays as $e^{-x/\ell}$. A melt surface several times wider than $\ell$ is therefore needed for the flat-melt condition to hold. If the surface is forced to level off at a distance $3\ell$ from the edge, the height above its lowest point is about 7\% below the planar value; at $6\ell$ the shortfall is about 0.4\%.

\section{Comparison of the estimate and the solution}

At the edge, \eqref{eq:half} reads
\begin{equation}
\frac{h}{\ell}=2\sin\frac{\Phi}{2}=2\sin39.5^\circ=1.27 .
\end{equation}
The scaling height of 5.42 mm is thus about 21\% below the planar solution of 6.89 mm, relative to the latter. The missing factor can be traced in
\begin{equation}
\frac{h^2}{\ell^2}=2(1-\sin\alpha).
\end{equation}
The factor 2 appears because the pressure deficit grows from zero at the base to $\rho gh$ at the edge, so its mean over the height is only $\rho gh/2$. The factor $1-\sin\alpha=0.809$ appears because the surface stops short of the vertical. The first effect raises the height above the estimate, and the second lowers it by a smaller amount.

The small-angle form of the exact relation gives another comparison. For small $\varphi$, \eqref{eq:half} reduces to $z=\ell\varphi$. If this relation is extended to the edge, where $\Phi=1.379$ rad, it predicts $5.419\times1.379=7.47$ mm. This is about 8\% above the planar solution. The angle at the edge is too large for the linear relation, although that relation describes the distant tail correctly. Linearising the surface equation itself, with the true slope $\tan\Phi$ imposed at the edge, does far worse: it gives $\ell\tan\Phi=27.9$ mm.

\section{Response of the crystal wall}

Let the wall be tilted by an angle $\psi$ from the vertical, positive when the crystal widens downward. The growth angle is still measured from the wall, so the melt surface makes the angle $\alpha+\psi$ with the vertical. Replacing $\alpha$ by this angle in \eqref{eq:height} gives
\begin{equation}
h(\psi)=a\sqrt{1-\sin(\alpha+\psi)} .
\label{eq:tilt}
\end{equation}
Its derivative at $\psi=0$ is
\begin{equation}
\frac{dh}{d\psi}
=-\frac{a\cos\alpha}{2\sqrt{1-\sin\alpha}}
=-0.073\ \text{mm per degree}.
\end{equation}
A taller meniscus therefore goes with a negative $\psi$: newly grown crystal is narrower.

For a height held 0.10 mm above the planar value, $h=6.993$ mm. Solving \eqref{eq:tilt} for the angle gives
\begin{equation}
\psi=\arcsin\left(1-\frac{h^2}{a^2}\right)-\alpha
=-1.38^\circ .
\end{equation}
If this height were maintained during 10 mm of growth, the wall would move inward by $10\tan1.38^\circ=0.24$ mm. The calculation relates height to wall direction. It does not determine how the height itself changes with time, which also depends on heat flow and pulling speed.

\section{A round crystal of large radius}

For a circular crystal of radius $R$, the surface also curves around the vertical axis. Let $r$ be distance from that axis. The normal to the surface meets the axis at a distance $r/\sin\varphi$, on the melt side. This second curvature is therefore opposite in sign to the first:
\begin{equation}
\rho gz=\gamma\left(\frac{d\varphi}{ds}
-\frac{\sin\varphi}{r}\right),
\qquad
\frac{d\varphi}{ds}=\frac{2z}{a^2}+\frac{\sin\varphi}{r}.
\label{eq:round}
\end{equation}
The surface now turns faster at a given height, so it reaches the angle $\Phi$ at a lower height. Multiplying by $\sin\varphi=dz/ds$ and integrating as before gives
\begin{equation}
1-\cos\Phi=\frac{h_R^2}{a^2}+I,
\qquad
I=\int_0^{h_R}\frac{\sin\varphi}{r}\,dz .
\end{equation}

When $R\gg a$, the integral is small. To leading order, set $r=R$ and use the planar profile \eqref{eq:half}, for which $dz=(a/\sqrt2)\cos(\varphi/2)\,d\varphi$. With $\sin\varphi=2\sin(\varphi/2)\cos(\varphi/2)$,
\begin{align}
I&\simeq\frac{\sqrt2\,a}{R}
\int_0^\Phi\sin\frac{\varphi}{2}\cos^2\frac{\varphi}{2}\,d\varphi
\nonumber\\
&=\frac{2\sqrt2\,a}{3R}
\left(1-\cos^3\frac{\Phi}{2}\right).
\end{align}
Since $h_R^2=h^2-a^2I$, expansion of the square root gives $h_R-h\simeq-a^2I/(2h)$, or
\begin{equation}
h_R-h\simeq
-\frac{\sqrt2\,a^3}{3hR}
\left(1-\cos^3\frac{\Phi}{2}\right).
\label{eq:radius}
\end{equation}

For $R=100$ mm this correction is $-0.166$ mm. Numerical integration of \eqref{eq:round}, started in the small-slope tail and adjusted to reach $\Phi$ at $r=R$, gives a change of $-0.162$ mm and a height of 6.73 mm. At $R=400$ mm the numerical height is 6.85 mm, closer to the planar limit. Formula \eqref{eq:radius} should not be used for a thin seed or neck whose radius is comparable with $a$, because the correction is then no longer small.

\section{The result beside a real puller}

The given melt properties are rough typical values for silicon near its melting point. A crystal radius of 100 mm, a rotation rate of 10 rpm and argon at 20 Torr are likewise rough typical conditions. The edge of such a crystal is not straight: at this radius, curvature around the crystal lowers the static height by 0.16 mm, or 2.3\% of the planar value. Rotation may matter more or less than this, depending on how deep the moving melt extends. The crystal edge moves at $v=0.105$ m/s, for which $v^2/(2g)=0.56$ mm. This is a scale for possible level changes, not a computed shift, since the melt need not move at the edge speed and its flow has not been solved. A shift of this size needs a swirl that reaches well below the surface. If the motion stays in the viscous layer next to the surface, about 0.5 mm thick at this rotation rate for a viscosity of 0.5 to 0.8 mPa s, a rough estimate puts the shift below 0.1 mm.

Uncertainty in the material data also matters. Because $h\propto\sqrt\gamma$, a surface tension 5\% larger raises $h$ by 0.17 mm at fixed density and angle. One degree more in $\alpha$ lowers it by about 0.07 mm. A temperature difference of 10 K along the meniscus, with a surface-tension coefficient of magnitude $2\times10^{-4}$ N/(m K), changes $\gamma$ by 0.002 N/m. The corresponding height scale, $h\,\delta\gamma/(2\gamma)$, is 0.009 mm. This counts only the change in $\gamma$ itself. A surface with a tension gradient cannot stay at rest: it drives a thermocapillary flow, roughly several cm/s here, which the static model leaves out. Its effect on the height stays of the same small order only while that flow is confined to a thin surface layer. For argon at 1700 K, the ideal-gas density is 0.0075 kg/m$^3$, and its buoyancy changes $h$ by about $10^{-5}$ mm. Facets at the crystal edge can alter the local growth geometry and are not included. The value 6.9 mm therefore belongs to the static planar model; a height for a particular puller needs its radius, melt flow and edge shape as well.
